# Constant film potential and parabolic oxidation under a uniform field, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: integrating the flux equations

Many metals exposed to oxygen become covered by a film of their own oxide. If the film is compact, further oxidation requires transport through it. Consider an oxide in which metal cations move from the metal to the outer surface, where they meet oxygen and form new oxide. Electrons must make the same journey, since otherwise the arriving cations would charge the surface and stop the flow. Electrons are usually far more mobile than ions, so an electric field arises that holds back one carrier and helps the other. As the film thickens, does the field stay constant, does the voltage stay constant, or do both change? The growth law depends on the answer.

### The model and its conventions

The film occupies \(0<x<L\), with metal at \(x=0\) and oxygen at \(x=L\). Species \(s\) has charge \(z_s e\), where \(e>0\), number concentration \(C_s(x)\) and diffusivity \(D_s\). Cations (index i) have \(z_i=Z>0\) and electrons (index e) have \(z_e=-1\). The number flux \(J_s\) is positive when particles move from metal to oxygen. With electrostatic potential \(\psi\), define

\[
V=\psi(L)-\psi(0),\qquad \varphi=\frac{eV}{k_BT},\qquad E=-\frac{V}{L}.
\]

The last relation expresses the uniform field. A negative \(V\) means that the field points outward and pulls cations toward the oxygen side.

Five assumptions define the problem.

1. The field is uniform: space charge inside the film is too weak to bend the potential. The field is carried by charge on the two interfaces.
2. The concentrations \(C_s(0)\) and \(C_s(L)\) do not change as the film grows. Reactions at the interfaces are fast enough to maintain them.
3. Carriers are dilute and respond linearly to the field, so mobility and diffusivity obey the Einstein relation.
4. The flux of each species is the same at every \(x\) at a given instant. The few particles needed to fill the growing film are neglected.
5. The net charge current vanishes, \(\sum_s z_sJ_s=0\).

The fifth assumption is very nearly forced on an isolated film, because any lasting current would charge its surfaces without limit. It is not perfectly exact: the interface charge is proportional to \(E\), which will turn out to change during growth. The size of that small current is estimated in the second half.

### From the local equation to the flux

The flux is the sum of diffusion and drift,

\[
J_s=-D_s\frac{dC_s}{dx}+\frac{z_seD_s}{k_BT}\,E\,C_s .
\]

The drift coefficient carries the sign of the charge, so that a cation moves along \(E\) and an electron against it. Since \(eE/k_BT=-\varphi/L\),

\[
J_s=-D_s\left(\frac{dC_s}{dx}+\frac{z_s\varphi}{L}C_s\right).
\]

Multiply by \(e^{z_s\varphi x/L}\). The bracket then becomes the derivative of a product:

\[
J_s\,e^{z_s\varphi x/L}=-D_s\frac{d}{dx}\left(C_s\,e^{z_s\varphi x/L}\right).
\]

Because \(J_s\) does not depend on \(x\), it can be taken outside the integral from \(0\) to \(L\). The left side gives

\[
J_s\int_0^L e^{z_s\varphi x/L}\,dx=J_sL\,\frac{e^{z_s\varphi}-1}{z_s\varphi},
\]

and the right side gives \(D_s[C_s(0)-C_s(L)e^{z_s\varphi}]\). Therefore

\[
J_s=\frac{D_s}{L}\,\frac{z_s\varphi}{e^{z_s\varphi}-1}\left[C_s(0)-C_s(L)e^{z_s\varphi}\right].
\]

It is convenient to introduce

\[
B(u)=\frac{u}{e^u-1},\qquad B(0)=1,
\]

where the value at zero is the limit \(u\to0\). Multiplying numerator and denominator of \(B(-u)=-u/(e^{-u}-1)\) by \(-e^u\) shows that \(B(-u)=e^uB(u)\). The flux becomes

\[
J_s=\frac{D_s}{L}\left[B(z_s\varphi)C_s(0)-B(-z_s\varphi)C_s(L)\right].
\]

The two terms are contributions from the two boundaries. At \(\varphi=0\) they reduce to \(D_s[C_s(0)-C_s(L)]/L\), which is ordinary diffusion.

### Zero current fixes the voltage

Insert this flux into \(\sum_s z_sJ_s=0\). Every term contains the same factor \(1/L\), which is nonzero and can be removed. What remains is

\[
F(\varphi)=\sum_s z_sD_s\left[B(z_s\varphi)C_s(0)-B(-z_s\varphi)C_s(L)\right]=0 .
\]

No thickness appears in this equation. If it has a unique root, the root is the same for every \(L\), so the voltage is constant and the field falls as \(1/L\).

Uniqueness follows from the slope of \(B\). For \(u\ne0\),

\[
B'(u)=\frac{e^u-1-ue^u}{(e^u-1)^2}.
\]

The numerator vanishes at \(u=0\) and has derivative \(-ue^u\). It therefore rises for negative \(u\), falls for positive \(u\), and is negative everywhere except at zero. There the expansion \(B(u)=1-u/2+\dots\) gives \(B'(0)=-1/2\). Thus \(B'<0\) for all \(u\). Differentiating \(F\), with a second minus sign from the argument \(-z_s\varphi\), gives

\[
F'(\varphi)=\sum_s z_s^2D_s\left[B'(z_s\varphi)C_s(0)+B'(-z_s\varphi)C_s(L)\right]<0 .
\]

There is at most one root.

Existence needs suitable boundary concentrations. For large positive \(u\), \(B(u)\to0\) and \(B(-u)\) grows as \(u\). As \(\varphi\to+\infty\), a cation therefore contributes \(-z_s^2D_s\varphi C_s(L)\) to \(F\), and an electron contributes \(-D_e\varphi C_e(0)\). As \(\varphi\to-\infty\), the contributions are \(+z_s^2D_s|\varphi|C_s(0)\) and \(+D_e|\varphi|C_e(L)\). If all boundary concentrations are positive, \(F\) runs from \(+\infty\) to \(-\infty\) and has one root.

If instead \(C_i(L)=0\) and \(C_e(0)=0\), the surviving terms are \(ZD_iB(Z\varphi)C_i(0)\) and \(D_eB(\varphi)C_e(L)\). Both are positive at every finite \(\varphi\), and no voltage stops the current. Fixed concentrations alone are thus not quite enough; they must also permit a balance.

The value \(\varphi=0\) needs care. The flux written with \(z_s\varphi\) in the numerator might suggest that \(\varphi=0\) always solves the current equation. It does not, because the denominator vanishes too. It is a root only when \(F(0)=\sum_s z_sD_s[C_s(0)-C_s(L)]=0\).

### Closed forms for one cation and electrons

Let \(w=e^\varphi>0\). With \(B(-u)=e^uB(u)\), the current balance reads

\[
ZD_iB(Z\varphi)\left[C_i(0)-w^ZC_i(L)\right]
=D_eB(\varphi)\left[wC_e(0)-C_e(L)\right].
\]

For \(Z=1\), the positive factor \(B(\varphi)\) cancels. Collecting the terms in \(w\) gives

\[
w=\frac{D_iC_i(0)+D_eC_e(L)}{D_iC_i(L)+D_eC_e(0)} .
\]

For \(Z=2\), factor \(w^2-1=(w-1)(w+1)\) to obtain

\[
B(2\varphi)=\frac{2\varphi}{w^2-1}=\frac{2}{w+1}B(\varphi).
\]

Cancel \(B(\varphi)\) and multiply by \(w+1\):

\[
4D_i\left[C_i(0)-w^2C_i(L)\right]
=D_e\left[wC_e(0)-C_e(L)\right](w+1).
\]

Expanding the right side and moving everything to one side gives

\[
\begin{aligned}
&\left[4D_iC_i(L)+D_eC_e(0)\right]w^2
+D_e\left[C_e(0)-C_e(L)\right]w\\
&\qquad-\left[4D_iC_i(0)+D_eC_e(L)\right]=0 .
\end{aligned}
\]

The leading coefficient is positive and the constant term negative, so the roots have opposite signs. The positive one is the physical \(w\).

When \(D_e\) is very large, the electron bracket must vanish, which gives \(\varphi\to\ln[C_e(L)/C_e(0)]\). Electrons are then nearly in equilibrium across the film. When \(D_e\) is very small, the ion bracket must vanish, and \(\varphi\to Z^{-1}\ln[C_i(0)/C_i(L)]\). The slower carrier limits growth in each case, while the faster one sets the voltage.

### Growth of the film

Let \(\Omega\) be the oxide volume formed per arriving cation. A flux \(J_i\) adds a thickness \(\Omega J_i\) per unit time. Since \(\varphi\) is constant,

\[
\frac{dL}{dt}=\Omega J_i=\frac{k}{L},
\]
\[
k=\Omega D_i\left[B(Z\varphi)C_i(0)-B(-Z\varphi)C_i(L)\right].
\]

Multiplying by \(L\) turns the left side into \(\tfrac12\,d(L^2)/dt\). Integration from \(L_0\) at \(t=0\) gives

\[
L^2=L_0^2+2kt .
\]

This describes growth if \(k>0\). The flux formula gives \(J_i>0\) when \(C_i(0)>C_i(L)e^{Z\varphi}\), and \(J_e>0\) when \(C_e(0)>C_e(L)e^{-\varphi}\). Zero current requires \(J_e=ZJ_i\), so the two inequalities hold or fail together. Raising the second to the power \(Z\) and multiplying it by the first eliminates \(\varphi\):

\[
C_i(0)C_e(0)^Z>C_i(L)C_e(L)^Z .
\]

If the inequality is reversed, both fluxes reverse and the film becomes thinner. With equality there is no flux.

### A film growing from 3 to 20 nm

The example is an oxide film on zinc at 600 K, below the melting point of the metal. Doubly charged zinc interstitials and electrons carry the transport. The parameters are rough round values:

- \(D_i=1.0\times10^{-10}\) cm²/s and \(\Omega=0.024\) nm³.
- \(C_i(0)=1.0\times10^{16}\) cm⁻³ and \(C_i(L)=1.0\times10^{14}\) cm⁻³.
- \(C_e(0)=2.0\times10^{16}\) cm⁻³ and \(C_e(L)=2.0\times10^{14}\) cm⁻³.
- The electron mobility is 50 cm²/Vs. With \(k_BT/e=0.0517\) V, this gives \(D_e=2.585\) cm²/s.

Electrons are faster than ions by more than ten orders of magnitude. The root of the quadratic is therefore close to \(w=0.01\), and

\[
\varphi=-4.605,\qquad V=-4.605\times0.0517\ \text{V}=-0.238\ \text{V}.
\]

The outward field is 0.79 MV/cm at 3 nm and 0.12 MV/cm at 20 nm. For the ions \(Z\varphi=-9.210\), so \(B(Z\varphi)=9.211\), while the term from the outer boundary is negligible. Hence

\[
\begin{aligned}
k&\simeq(0.024\times10^{-21})(10^{-10})(9.211\times10^{16})\ \text{cm}^2/\text{s}\\
&=2.21\times10^{-16}\ \text{cm}^2/\text{s}=0.0221\ \text{nm}^2/\text{s}.
\end{aligned}
\]

Compared with diffusion of the same ions between the same concentrations without a field, the flux is larger by a factor of 9.3. The growth time is

\[
t=\frac{20^2-3^2}{2\times0.02211}\ \text{s}\simeq8.84\times10^3\ \text{s},
\]

or about 2.5 h.

## Second derivation: driving forces and resistances

The film lies between metal at \(x=0\) and oxygen at \(x=L\). Species \(s\) has charge \(z_se\), diffusivity \(D_s\), concentration \(C_s\) and outward number flux \(J_s\); for cations \(z_i=Z\), and for electrons \(z_e=-1\). The film voltage is \(V=\psi(L)-\psi(0)\), with \(\varphi=eV/k_BT\), and \(\Omega\) is the oxide volume per arriving cation. The first derivation found a unique \(\varphi\) independent of \(L\), and growth according to \(dL/dt=k/L\). It did so by solving for the flux. The same conclusions can be reached from the forces that drive the carriers, without first solving for the flux.

### Each species as a source with a resistance

Define the dimensionless electrochemical potential

\[
\eta_s=\ln C_s+\frac{z_se\psi}{k_BT},
\]

where \(C_s\) is measured in any fixed unit. Its derivative contains both diffusion and drift, so the transport equation is

\[
J_s=-D_sC_s\frac{d\eta_s}{dx}.
\]

Divide by \(D_sC_s\) and integrate across the film, again with \(J_s\) independent of \(x\):

\[
J_s\int_0^L\frac{dx}{D_sC_s}
=\eta_s(0)-\eta_s(L)
=\ln\frac{C_s(0)}{C_s(L)}-z_s\varphi .
\]

To read this as an electrical circuit, multiply by \(k_BT/(z_se)\) and define

\[
\mathcal E_s=\frac{k_BT}{z_se}\ln\frac{C_s(0)}{C_s(L)},\qquad
R_s=\frac{k_BT}{z_s^2e^2}\int_0^L\frac{dx}{D_sC_s}.
\]

The charge current density of the species is \(i_s=z_seJ_s\), and the result becomes

\[
i_sR_s=\mathcal E_s-V .
\]

Each species thus acts as a voltage source \(\mathcal E_s\) in series with a resistance \(R_s\), measured for unit area. All species are connected across the same film voltage. The integration did not use a uniform field.

Zero net current means \(\sum_s(\mathcal E_s-V)/R_s=0\), or

\[
V=\frac{\sum_s\mathcal E_s/R_s}{\sum_s1/R_s}.
\]

The film voltage is an average of the source voltages, weighted by conductance. It therefore lies between the smallest and largest \(\mathcal E_s\). This is still an implicit equation, because the resistances depend on the concentration profiles, and these depend on \(V\).

### Why thickness drops out

Now use the uniform field. Let \(\xi=x/L\) and \(C_s(x)=c_s(\xi)\). In these variables the flux is

\[
J_s=\frac{D_s}{L}j_s,\qquad
j_s=-\frac{dc_s}{d\xi}-z_s\varphi c_s .
\]

Constancy of \(j_s\) gives

\[
\frac{d^2c_s}{d\xi^2}+z_s\varphi\frac{dc_s}{d\xi}=0,
\]

with \(c_s(0)\) and \(c_s(1)\) fixed. Neither the equation nor its boundary values contain \(L\). At a given \(\varphi\), films of different thickness have the same profile, merely stretched. Hence

\[
R_s=L\,r_s(\varphi),\qquad
r_s=\frac{k_BT}{z_s^2e^2D_s}\int_0^1\frac{d\xi}{c_s}.
\]

The factor \(L\) cancels from the weighted average for \(V\). It remains to show that exactly one \(\varphi\) satisfies the resulting equation.

First, the profiles are positive. Let \(a_s=c_se^{z_s\varphi\xi}\). Then \(da_s/d\xi=-j_se^{z_s\varphi\xi}\) has one sign throughout the film, so \(a_s\) lies between its boundary values. If these are positive, \(c_s\) is positive everywhere.

Next, vary \(\varphi\) with the boundary concentrations held fixed. Let \(u_s=\partial c_s/\partial\varphi\), which vanishes at both ends. Differentiating the definition of \(j_s\) gives

\[
-\frac{du_s}{d\xi}-z_s\varphi u_s=\frac{\partial j_s}{\partial\varphi}+z_sc_s .
\]

Multiply by \(e^{z_s\varphi\xi}\). The left side becomes \(-d(u_se^{z_s\varphi\xi})/d\xi\), whose integral from 0 to 1 is zero. Consequently

\[
z_s\frac{\partial j_s}{\partial\varphi}
=-z_s^2\,
\frac{\int_0^1c_se^{z_s\varphi\xi}\,d\xi}{\int_0^1e^{z_s\varphi\xi}\,d\xi}<0 .
\]

The charge current of every species falls as the film voltage rises. It vanishes when \(V=\mathcal E_s\). At the lowest source voltage no species carries a negative current, and at the highest none carries a positive one. The total is continuous and strictly decreasing, so it vanishes at exactly one voltage in this interval. This proves existence and uniqueness without evaluating the flux.

Both derivations have now shown that, with a uniform field and fixed positive boundary concentrations, zero net current selects a single film voltage that does not depend on thickness. It remains to obtain the growth law from the circuit, compare the two derivations, and examine where their assumptions hold or fail, especially in very thin and real zinc films.

All numerical values are calculated from the stated model.
